Random dopant number under a 20 nm contact

**Problem**

A square metal contact, 20 nm on a side, sits on n-type silicon with 2×10²⁰ ionised donors per cm³. The depletion layer under the metal is taken to be 2 nm deep.

(a) By what percentage does the number of donors in this layer vary between nominally identical contacts, if the donors are placed at random?

(b) Is a depth of 2 nm reasonable, and what changes if the edge of the layer moves to suit the donors actually present?

(c) How strongly could this randomness affect the contact resistance?

(d) What does this simple model leave out?

"Fluctuation" means one standard deviation over many contacts, divided by the mean. The donors are frozen in place, singly charged and, until part (d), placed independently of one another.

**Solution (a): counting donors in a fixed box**

The layer is a box of area A = 20 nm × 20 nm and depth W = 2 nm. Since 1 nm³ = 10⁻²¹ cm³, its volume is

AW = 20 × 20 × 2 nm³ = 800 nm³ = 8×10⁻¹⁹ cm³.

With donor density N, the mean number of donors is

M = NAW = (2×10²⁰)(8×10⁻¹⁹) = 160.

To find the spread, consider the lattice sites in the box. Let tᵢ be 1 if site i holds a donor and 0 if it does not, and let p be the probability of the value 1. Because tᵢ² = tᵢ, the mean of tᵢ² is also p, so

variance of tᵢ = p − p² = p(1 − p).

Variances of independent quantities add. For K sites, the mean count is Kp = M, and therefore

variance of count = Kp(1 − p) = M(1 − p).

Silicon has about 5×10²² sites per cm³, so p = 2×10²⁰/5×10²² = 0.004. The factor √(1 − p) = 0.998 is negligible here. Dropping it gives the Poisson result, variance = M, and

σ = √M = √160 = 12.65,

σ/M = 1/√M = 12.65/160 = 0.079.

**The fluctuation is about 8 percent.** In 4000 simulated boxes, with each site filled at random with probability 0.004, the fluctuation was 7.96 percent.

The full distribution follows from the same picture. The probability of n donors is the binomial expression

P(n) = [K!/(n!(K − n)!)] pⁿ(1 − p)ᴷ⁻ⁿ.

Let K grow with M = Kp fixed. For fixed n, the ratio of K!/(K − n)! to Kⁿ tends to 1, and (1 − p)ᴷ⁻ⁿ tends to e⁻ᴹ. Hence

P(n) → Mⁿe⁻ᴹ/n!.

For M = 160, counts from 148 to 172 lie within one standard deviation of the mean. Their total probability is 67.7 percent, so about one contact in three falls outside this range.

The relative fluctuation varies as 1/√A at fixed N and W. A column only 2 nm × 2 nm in area has one hundredth of the contact area and holds 1.6 donors on average. Its fluctuation is ten times larger, 79 percent. The 8 percent therefore describes the whole contact, not the uniformity beneath it.

**Solution (b): the depth, and an edge that can move**

Take x = 0 at the metal. In the depletion approximation there are no mobile electrons between 0 and W, and the field vanishes at W. By Gauss's law, the field magnitude at x comes from the donor charge between x and W:

F(x) = eN(W − x)/ε,

where ε is the permittivity, here 11.7 times that of vacuum. Integrating the field gives the band bending in volts:

φ = ∫₀ᵂ F dx = (eN/ε)(W² − W²/2) = eNW²/(2ε).

Since the peak field is F₀ = eNW/ε, this is also F₀W/2. For the present numbers F₀ = 6.19 MV/cm = 0.619 V/nm, so

φ = (0.619 V/nm)(2 nm)/2 = 0.619 V.

At zero bias, the barrier seen from the metal's Fermi level is this bending less the electrons' Fermi energy, 0.11 eV (found in part (d)). The result, about 0.50 eV, is plausible for a metal on n-type silicon, so 2 nm is a reasonable depth.

The formula also shows how the answer scales with doping. If φ rather than W is held fixed, W = √(2εφ/(eN)) and

M = NAW = A√(2εφN/e).

The mean count grows only as √N, and the fixed-box fluctuation 1/√M falls as N^(−1/4). Doubling the doping would multiply it by 2^(−1/4) = 0.84. (A real contact fixes the barrier rather than φ; since the Fermi energy rises with doping, φ then grows to about 0.69 V and the factor is 0.82.) At fixed depth the factor would be 2^(−1/2) = 0.71; the improvement is smaller here because the layer becomes thinner as the donors become denser.

There is a further point. In a real layer φ is set by the metal–silicon barrier, the bulk doping and the bias, and the edge moves when the donors differ from their average. The number of donors in a fixed box and the number in the actual depletion layer are then different random quantities.

Let n(x) be the donor density averaged over the contact area, and W′ the actual edge. This treats each plane of donors as a uniform sheet of charge. The field and bending are

F(x) = (e/ε)∫ₓ^W′ n(x′)dx′,

φ = ∫₀^W′ F dx = (e/ε)∫₀^W′ x n(x)dx.

In the last step the order of integration was exchanged: the charge at x′ contributes to the field over the distance x′ between it and the metal.

Write n = N + δn and W′ = W + δW, and keep first-order terms. Fixed φ requires

∫₀ᵂ x δn dx + NW δW = 0,

δW = −[1/(NW)]∫₀ᵂ x δn dx.

The number C of depleted donors changes for two reasons, the donor fluctuation inside the old edge and the movement of the edge:

δC = A[∫₀ᵂ δn dx + N δW] = A∫₀ᵂ (1 − x/W)δn dx.

An extra donor near the metal counts almost fully. One near the edge pulls the edge inward and is almost cancelled by the donors thereby left out.

Counts in separate slices are independent, and a slice of thickness dx has variance NA dx. Weighting each slice by the square of its factor gives

variance of C = NA∫₀ᵂ (1 − x/W)²dx = NAW/3 = M/3.

The relative fluctuation is therefore

√(M/3)/M = 1/√(3M) = 1/√480 = 0.046.

The depleted charge fluctuates by 4.6 percent, although the donor number in the fixed box fluctuates by 7.9 percent. As a check on the first-order argument, 6000 random sequences of charged sheets were generated with M = 160, and the edge was found separately for each. They gave 4.54 percent.

**A table of cases**

The first four rows use fixed boxes. The last two refer to the original contact; the final row is derived in part (d).

| Case | Mean count | Fluctuation |
|---|---:|---:|
| Depth 1.5 nm | 120 | 9.1% |
| Depth 2.0 nm | 160 | 7.9% |
| Depth 2.5 nm | 200 | 7.1% |
| 2 nm × 2 nm column, depth 2 nm | 1.6 | 79% |
| Moving edge, fixed bending | 160 | 4.6% |
| Fixed box, all donors in 0.5 nm pairs | 160 | 10.8% |

An error of 0.5 nm in the depth moves the answer by about one percentage point. The square root makes the estimate tolerant of a rough depth.

**Solution (c): an estimate for the resistance**

Electrons cross such a thin barrier largely by tunnelling, so resistance need not vary in proportion to donor number. A simple model shows the sensitivity. Let U be the barrier energy above the bulk band edge and U₀ = eφ its value at the metal. Integrating the field from x to W gives

U(x) = U₀(1 − x/W)².

For an electron at the bulk band edge, the WKB approximation gives a transmission proportional to e⁻ˢ, where

S = (2/ħ)∫₀ᵂ √(2mU)dx
= (2W/ħ)√(2mU₀)∫₀¹(1 − u)du
= W√(2mU₀)/ħ.

Here u = x/W and m is the tunnelling mass. With the rough value m = 0.3 electron masses, S = 4.41. In silicon the tunnelling mass depends on the conduction-band valley and the direction of the current, and S varies as √m, so this number is only a guide.

For random donors at fixed U₀, the barrier is

U(x) = (e²/ε)∫ₓ^W′ n(x′)(x′ − x)dx′.

Its first-order change includes the movement of the edge:

δU(x) = (e²/ε)[∫ₓᵂ δn(x′)(x′ − x)dx′ + N(W − x)δW].

Insert δW from part (b), put s = x′/W, and use e²W²/ε = 2U₀/N:

δU = 2U₀∫₀¹ (δn/N)[(s − u)₊ − s(1 − u)]ds.

The symbol (s − u)₊ means s − u when this is positive and zero otherwise. Since δ√U = δU/(2√U) and √U = √U₀(1 − u), dividing δS by S gives

δS/S = ∫₀¹ δU/[U₀(1 − u)]du = 2∫₀¹ (δn/N)g(s)ds,

g(s) = ∫₀ˢ [(s − u)/(1 − u)]du − s.

To evaluate g, write (s − u)/(1 − u) = 1 − (1 − s)/(1 − u). The integral is then s + (1 − s)ln(1 − s), so

g(s) = (1 − s)ln(1 − s).

This function vanishes at both ends of the layer and is negative between them. Extra donors inside the layer make the barrier thinner; those right at the metal or at the edge have no first-order effect. The effect is largest where 1 − s = 1/e (here e is the base of natural logarithms), at s = 0.63.

A uniform density change gives a useful check. Since ∫₀¹ t ln t dt = −1/4, the formula yields δS/S = −½ δN/N. This agrees with S ∝ W ∝ N^(−1/2) at fixed bending.

For random donors, a slice ds contains M ds donors on average, so (δn/N)ds has variance ds/M. With t = 1 − s,

variance of δS/S = (4/M)∫₀¹ t²(ln t)²dt.

The substitution t = e⁻ʸ turns the integral into ∫₀^∞ y²e⁻³ʸdy = 2/27. Thus

relative fluctuation of S = √(8/(27M)) = 0.043.

The 6000 sheet sequences gave 4.27 percent. If resistance is proportional to eˢ, the standard deviation of its logarithm is

4.41 × 0.043 = 0.19.

This corresponds to a resistance spread of roughly 20 percent for electrons at the band edge. The current is carried mainly by electrons near the Fermi energy, for which the spread is smaller (part (d)). Treating the 7.9 percent as a uniform density shift would give ½ × 4.41 × 0.079 = 0.17, which is close but ignores where the donors lie.

This is a sensitivity estimate for a laterally averaged barrier, not a prediction for a device. It omits changes in the prefactor of the current, and the next part shows that 4.41 is too large an exponent once two neglected effects are included.

**Solution (d): what the simple model leaves out**

*Correlated positions.* Suppose every donor belongs to a pair. If no pair were cut by a face of the box, there would be M/2 pairs on average, each contributing two donors. The variance would be 2²(M/2) = 2M, twice the Poisson value.

Some pairs are cut. Let j be the number of donors that a pair places inside the box. For independently placed pairs, the variance is the mean of the sum of j², and j² = j + j(j − 1). The first term sums to M. The second counts each complete pair twice, so it sums to Mq, where q is the probability that the partner of an inside donor is also inside. Therefore

variance = M(1 + q).

For pair separation d in a random direction, the mean displacement along any axis is d/2 in magnitude. To first order, the fraction of partners lost through the faces normal to an axis is this displacement divided by the box length. For d = 0.5 nm,

q ≈ 1 − 0.25(1/20 + 1/20 + 1/2) = 0.85,

σ/M = √(1.85/160) = 0.108.

A simulation of 4000 boxes with such pairs gave 10.7 percent. Complete pairing is an extreme assumption, chosen to show the size of the effect.

*A soft edge.* At this density the electrons are degenerate. For six equivalent valleys, each with density-of-states mass m_d = 0.33 electron masses, the zero-temperature Fermi energy above the band edge is

E_F = ħ²(3π²N/6)^(2/3)/(2m_d) = 0.114 eV.

The thermal energy at 300 K is 0.026 eV, so the zero-temperature form is a fair estimate. Electron density varies as E_F^(3/2), hence dN/dE_F = 3N/(2E_F), and the Thomas–Fermi screening length is

λ = √[2εE_F/(3e²N)] = 0.50 nm.

This is the decay length of the density deficit in the bulk; the edge itself is wider. In the model below, the electron density rises from 10 to 90 percent of N between about 1.4 and 2.6 nm, a width of about 1.25 nm, more than half the layer depth. To find the effect on the total charge, let ψ be the local band bending in volts. The electron density is N(1 − eψ/E_F)^(3/2) until eψ reaches E_F, and zero beyond. Since dψ/dx = −F and dF/dx = −(e/ε)(N − n_e), where n_e is the electron density,

F dF = (e/ε)(N − n_e)dψ.

The integral of n_e over ψ is (2/5)NE_F/e. Integrating from the bulk to the metal therefore gives

F₀²/2 = (eN/ε)[φ − 2E_F/(5e)].

A sharp layer with the same surface field has depth εF₀/(eN), or

W_eff = W√[1 − 2E_F/(5eφ)] = 1.92 nm.

Although the edge is blurred, the equivalent depth changes by only 4 percent. A fixed box of this depth would hold about 154 donors and fluctuate by 8.1 percent.

*A lower and thinner tunnel barrier.* An electron near the metal is attracted by its image charge. Near the surface, the reduction of the barrier below U₀ is

eF₀x + e²/(16πεx).

The product of these two terms is independent of x, so their sum is least when they are equal. The minimum is twice the square root of the product:

ΔU = √[e³F₀/(4πε)] = 0.276 eV.

This treats the field as uniform. A direct search for the maximum of the parabolic barrier with the image term gives 0.268 eV, a large part of the original 0.619 eV. This maximum lies only 0.24 nm from the metal, about one silicon bond length, where a continuum image force with the bulk permittivity is not reliable, so the lowering and the exponents that use it are indicative only.

Electrons at the Fermi energy also meet a lower barrier than those at the band edge. With the bending held at 0.619 V, the WKB exponent changes as follows: 4.41 for the original model, 3.40 with the image force, 2.77 at the Fermi energy, and 1.89 with both effects. These values keep the sharp-edged parabola. Electrons in the soft edge weaken the field there, which widens the barrier somewhat at the Fermi energy and raises the last two exponents. The spread does not shrink in proportion to the exponent. In the random-sheet model the standard deviation of S is about 0.18 with the image force, 0.12 at the Fermi energy and 0.12 with both effects; averaging e⁻ˢ over the thermal supply of electrons at 300 K gives about 0.13 for the logarithm of the resistance. WKB is itself less reliable when the exponent is not large.

*Lateral graininess.* The length N^(−1/3), the side of a cube that holds one donor on average, is 1.7 nm, almost the full depth of the layer. The potential beneath a real contact is therefore uneven, and current may favour places where the barrier is thin. The averaged model of part (c) cannot describe this.

**Comparison with real contacts**

Active donor densities of order 10²⁰ cm⁻³ and contact dimensions of tens of nanometres are in the regime of scaled silicon transistors. The material values used here are rough typical ones. The peak field of 6.19 MV/cm is very high, but the bending of 0.619 V is below the gap of about 1.1 eV. At small bias, an electron crossing the layer cannot gain enough energy from the bending to create an electron–hole pair, so avalanche breakdown is not expected.

The density given in the problem is that of ionised donors; in a real device some dopant atoms may be electrically inactive. If 2×10²⁰ cm⁻³ were instead the total density and each atom had an independent chance of one half of being active, the active count in the same 2 nm deep box would still be Poisson, but with mean 80. Its fluctuation would be 1/√80, or 11 percent. The 8 percent estimate therefore requires the stated density to be the active one, the sites to be independent and the box to be fixed. The count of ionised donors in the fixed box does not depend on operating temperature as long as the donors remain frozen and ionised.

Most of the values behind these estimates are listed in the numerical output.

Computed values

```
Doping density: 2.0e+20 cm^-3
Contact side: 20 nm; depletion depth: 2.0 nm
Relative permittivity: 11.7; tunnelling mass: 0.3 m0
Density-of-states mass: 0.33 m0; valleys: 6
Site density: 5.0e+22 cm^-3; gap: 1.1 eV
Box volume: 800 nm^3 = 8.0e-19 cm^3
Mean dopant count: 160.0
Standard deviation of count: 12.65
Relative fluctuation, fixed box: 7.91 %
Probability within one sd: 67.7 %
Site occupation probability: 0.40 %
Finite-site factor on sd: 0.9980
Simulated lattice fluctuation: 7.96 %
Mean count in 2 nm x 2 nm column: 1.60
Column fluctuation, formula: 79.1 %
Column fluctuation, simulated: 78.9 %
Depth 1.5 nm: mean 120, fluctuation 9.13 %
Depth 2.5 nm: mean 200, fluctuation 7.07 %
Band bending for stated depth: 0.619 V
Peak field: 6.19 MV/cm
Adjustable-edge count fluctuation, formula: 4.56 %
Adjustable-edge count fluctuation, simulated: 4.54 %
WKB exponent, bare parabola: 4.41
Exponent fluctuation, formula: 4.30 %
Exponent fluctuation, simulated: 4.27 %
Sd of ln(resistance), bare parabola: 0.190
Same from uniform density shift: 0.174
Pair distance in clustering test: 0.5 nm
All-paired fluctuation, formula: 10.75 %
All-paired fluctuation, simulated: 10.70 %
Mean dopant spacing N^(-1/3): 1.71 nm
Fermi energy above band edge: 0.114 eV
Thermal energy at 300 K: 0.0259 eV
Thomas-Fermi screening length: 0.50 nm
Equivalent width with soft edge: 1.92 nm
Image-force lowering, numerical: 0.268 eV
Image-force lowering, formula: 0.276 eV
WKB exponent at Fermi energy: 2.77
WKB exponent with image force: 3.40
WKB exponent with both: 1.89
```
